The Leading Makov-Payne Correction for a Charged Cubic Supercell

A trap in a memory dielectric or semiconductor can be calculated in a supercell: one defect in a cube of host crystal, repeated periodically. If the defect is charged, the calculation describes a lattice of charges, whereas the quantity wanted is the energy of one charge in an infinite host. This problem finds the leading difference between the two.

The defect has a localized charge density ρ(r) with total charge q. It sits in a simple cubic supercell of edge L, and the host is a homogeneous, isotropic, linear medium of relative permittivity ε. We assume that ρ fits inside the cell and is the same in both settings, and that the potentials of the defect cell and of the perfect host have already been aligned. That alignment must leave out the periodic potential of the charge itself, derived in part (a): for a point charge it is about −0.80q/(εL) at the cell corner, which is not negligible beside the correction sought here. Gaussian units are used in the derivation; for SI, replace q² by q²/(4πε₀).

**(a) Why is a neutralizing background needed, and what is the potential of the periodic array?**

**Solution.** In the medium the potential obeys −ε∇²φ = 4πρ_t, where ρ_t is all charge other than the polarization charge. Integrate over one cell. The left side becomes a flux of ∇φ through the faces, and for periodic φ opposite faces cancel. The cell must therefore be neutral, and the simplest choice is a uniform density −q/L³.

Let ψ be the potential, without the medium, of unit point charges on the lattice plus their background:

−∇²ψ = 4π[Σ_R δ(r − R) − 1/L³].

The bracket has Fourier coefficient 1/L³ for each reciprocal vector G ≠ 0, and zero for G = 0. Since −∇² multiplies a plane wave by G²,

ψ(r) = (4π/L³) Σ_{G≠0} e^{iG·r}/G².

Leaving out G = 0 sets the cell average of ψ to zero. This choice does not affect the energy, because a constant added to the potential multiplies the total charge of the cell, which is zero. By superposition,

φ(r) = (1/ε) ∫ρ(r′) ψ(r − r′) d³r′,

where ρ is the density of one defect.

**(b) Find the energy in the medium, and show how many factors of 1/ε it contains.**

**Solution.** The energy is the cost of polarizing the medium plus the field energy. With susceptibility χ and ε = 1 + 4πχ,

W[P] = ∫P²/(2χ) d³r + (1/8π)∫E² d³r,

where E = −∇φ and ∇·E = 4π(ρ_t − ∇·P). A change δP at fixed ρ_t gives ∇·δE = −4π∇·δP. Integrating by parts twice, with boundary terms that vanish by periodicity (or at infinity, for the isolated charge), the field energy changes by

(1/4π)∫E·δE = (1/4π)∫φ ∇·δE = −∫φ ∇·δP = −∫E·δP.

Hence δW = ∫(P/χ − E)·δP, and the minimum lies at P = χE. There the polarization cost is ½∫P·E. The field energy is

(1/8π)∫E² = ½∫φ(ρ_t − ∇·P) = ½∫ρ_t φ − ½∫P·E.

The terms in P·E cancel in the sum, so

W = ½∫ρ_t φ d³r.

The density here is unscreened, and φ carries one factor 1/ε. Using a screened charge q/ε twice would give 1/ε², which omits the energy stored in the polarized medium.

In the periodic cell ρ_t = ρ − q/L³. The background contributes −(q/2L³)∫φ = 0, because φ averages to zero. Therefore

E_per = (1/2ε)∬ρ(r)ρ(r′) ψ(r − r′) d³r d³r′,

E_iso = (1/2ε)∬ρ(r)ρ(r′) /|r − r′| d³r d³r′.

**(c) Take the point-charge limit of the difference. How does it depend on L, and what is its sign?**

**Solution.** Subtracting before taking the limit,

E_per − E_iso = (1/2ε)∬ρρ′ [ψ(r − r′) − 1/|r − r′|].

Each energy diverges for a point charge, but the bracket stays finite at zero separation: ψ contains the same 1/r singularity, which cancels. The limit is (q²/2ε) times the value of ψ − 1/r at the origin.

Now write G = 2πm/L with integer vectors m. Then

ψ_L(r) = (4π/L³)(L²/4π²) Σ_{m≠0} e^{2πi m·r/L}/m² = (1/L) ψ₁(r/L),

where ψ₁ belongs to a cube of unit edge. Since 1/r = (1/L)/(r/L), the difference scales in the same way. Define the pure number α by

lim_{r→0}[ψ₁(r) − 1/r] = −α.

Then

E_iso − E_per = α q²/(2εL),

or, in SI units,

E_iso − E_per = α q²/(8πε₀εL).

This is the leading Makov-Payne correction, to be added to the supercell energy.

A rough estimate gives the sign. Replace the cube by a sphere of equal volume, of radius R = (3/4π)^{1/3}L, with q at its centre. The background then has energy −3q²/(2R) with the charge and +3q²/(5R) with itself, in total −9q²/(10R). Neutral spheres do not interact, so α ≈ (9/5)(4π/3)^{1/3}, about 2.9. The background binds the charge, the periodic energy is too low, and the correction is positive for either sign of q.

For ε = 1 the formula describes a charged atom or molecule in an empty box. As ε → ∞ the correction vanishes, because the medium screens the images completely.

**(d) Derive a rapidly convergent expression for α.**

**Solution.** Set L = 1. A unit Gaussian charge of density (η³/π^{3/2})e^{−η²r²} has Fourier transform e^{−k²/4η²} and potential erf(ηr)/r. The potential is confirmed by

∇²[erf(ηr)/r] = (1/r) d²erf(ηr)/dr² = −(4η³/√π)e^{−η²r²},

which is −4π times the density. A point charge minus this Gaussian therefore has the short-ranged potential

f(r) = erfc(ηr)/r, with transform f̂(k) = (4π/k²)(1 − e^{−k²/4η²}).

For small k the bracket is k²/4η², so f̂(0) = π/η². Poisson summation on the unit lattice reads Σ_n f(r + n) = Σ_G f̂(G)e^{iG·r}. Separating G = 0,

Σ_{G≠0} f̂(G)e^{iG·r} = Σ_n erfc(η|r + n|)/|r + n| − π/η².

Split 4π/G² in ψ₁ into f̂(G) and (4π/G²)e^{−G²/4η²}:

ψ₁(r) = Σ_n erfc(η|r + n|)/|r + n| + Σ_{G≠0}(4π/G²)e^{−G²/4η²}e^{iG·r} − π/η².

Subtract 1/r and let r → 0. The n = 0 term gives [erfc(ηr) − 1]/r = −erf(ηr)/r → −2η/√π. Hence

−α = Σ_{n≠0} erfc(ηn)/n + Σ_{G≠0}(4π/G²)e^{−G²/4η²} − 2η/√π − π/η².

The parameter η only divides the work between the two sums. Evaluation with η = 1.5, 2 and 3 gives α = 2.837297, with a spread at rounding level.

**(e) Confirm α by a direct sum in real space.**

**Solution.** Build a large cube from M³ unit cells, M odd, each holding a unit point charge at its centre and a uniform density −1. A neutral cell of cubic symmetry has no dipole and no traceless quadrupole, so its outside potential falls as 1/r⁵. The sum over cells converges as M grows, and its limit is periodic. It has the same charges as ψ₁, so it can differ from ψ₁ by a constant alone, namely its cell average.

Let K = ∫d³r/r over the unit cube. The same integral over the large cube is M²K, because d³r/r scales as length squared. The potential at the central charge, without its own 1/r, is

V₀ = Σ_{n≠0} 1/n − M²K.

For the cell average, let Φ(r) be the potential of the large cube filled with density +1. Averaging the point-charge potentials over the central cell gives Σ_n∫_cell d³r/|r − n|. Shifting each integral fills the large cube once, so this equals Φ(0). The background contributes −∫_cell Φ d³r. Near the centre ∇²Φ = −4π, and cubic symmetry makes the quadratic term isotropic:

Φ(0) − Φ(r) = (2π/3)r² + O(r⁴/M²).

The mean of r² over the unit cube is 3 × 1/12 = 1/4, so the cell average tends to (2π/3)/4 = π/6. Therefore

−α = lim_{M→∞} V₀ − π/6.

For M = 61, K = 2.380077 and V₀ = −2.313706. Subtracting π/6 = 0.523599 gives α = 2.83730, which agrees with the Ewald value to a few parts in a million.

**(f) What remains when the charge has a finite size?**

**Solution.** From part (a), ∇²(ψ − 1/r) = 4π/L³ near the origin. Inversion symmetry removes odd powers, and cubic symmetry requires the quadratic term to be cr². Since ∇²(cr²) = 6c, c = 2π/(3L³), and

ψ(r) − 1/r = −α/L + 2πr²/(3L³) + O(r⁴/L⁵).

Insert this in the difference of part (c). With Q = ∫ρr² d³r and dipole moment p = ∫ρr d³r,

∬ρρ′|r − r′|² = ∬ρρ′(r² + r′² − 2r·r′) = 2qQ − 2|p|².

Multiplying by (1/2ε)(2π/3L³),

E_per − E_iso = −αq²/(2εL) + 2π(qQ − |p|²)/(3εL³) + O(L⁻⁵).

The next term is thus of order L⁻³, not L⁻². A test charge of two Gaussian lobes, each of charge ½ and standard deviation 1, centred at x = ±1, has p = 0 and Q = 3 + 1 = 4. With ε = 1, the difference left after the leading correction deviates from the L⁻³ term by 1.0% of that term at L = 12 and by 0.26% at L = 24. The fourfold fall is what an L⁻⁵ term requires.

**(g) A real medium is made of atoms. Does the leading term still contain the macroscopic ε?**

**Solution.** First let the screening depend on wavevector, in the model

ε(k) = 1 + (ε − 1)/(1 + k²ℓ²),

where ℓ is a short screening length. Then

1/ε(k) = (1 + k²ℓ²)/(ε + k²ℓ²) = 1/ε + k²ℓ²(ε − 1)/[ε(ε + k²ℓ²)].

Multiplied by 4π/k², the first term is the interaction already treated. The second is

s(k) = 4πℓ²(ε − 1)/[ε(ε + k²ℓ²)],

which in real space decays as e^{−√ε r/ℓ}/r. Its images are negligible when L is much larger than ℓ/√ε. The periodic sum does, however, omit k = 0, and so lacks s(0)/L³. For a charge q this adds

−½q² s(0)/L³ = −2πq²ℓ²(ε − 1)/(ε²L³)

to E_per − E_iso. Within this model, short-range screening changes the L⁻³ term and leaves the 1/L term with the macroscopic ε.

A second model has no continuum in it. Place point dipoles of polarizability β on a simple cubic lattice of unit spacing, with a unit charge at an interstitial cube centre. Each dipole responds to the field of the charge, the other dipoles and all images. The Clausius–Mossotti relation (ε − 1)/(ε + 2) = 4πβ/3 fixes ε. The equations were solved for cells with 8, 12, 16 and 20 dipoles per edge, and the energies represented by the powers 0, 1, 3 and 5 of 1/L. The coefficients of 1/L are:

ε = 2: −0.70934, against −α/(2ε) = −0.70932

ε = 4: −0.35483, against −α/(2ε) = −0.35466

The larger deviation is 0.05% of the predicted slope. Had the energy scaled as 1/ε², the two slopes would differ by a factor of four instead of two. With only 4, 6, 8 and 10 dipoles per edge, the slope for ε = 4 comes out as −0.36143, about 2% too large in magnitude. In such small cells, contributions outside the four fitted powers are not yet negligible, so a slope extracted from them is less reliable.

**(h) Apply the result to a deep acceptor-like trap in germanium, and judge what is neglected.**

**Solution.** Germanium suits the formula because its cubic symmetry makes ε isotropic. Take the rough values ε = 16, lattice constant 0.57 nm and gap 0.66 eV. The trapped charge is modelled as a Gaussian of rms radius 0.25 nm. This is an electrostatic model, not an electronic-structure calculation of a particular defect.

A 216-atom cell has L = 3 × 0.57 = 1.71 nm. With e²/(4πε₀) = 1.43996 eV nm, the correction for q = −1 (in units of e) is

2.8373 × 1.43996/(2 × 16 × 1.71) eV = 0.0747 eV = 1.20 × 10⁻²⁰ J.

For q = −2 it is four times as large, 0.299 eV or 4.8 × 10⁻²⁰ J.

A rough value for the screening length of part (g) follows from matching (ε − 1)/(k²ℓ²), the large-k form of ε(k) − 1, to the Thomas–Fermi form k_TF²/k². This value is uncertain: in a real semiconductor ε(k) − 1 falls faster than this at large k, and the L⁻³ term depends on s(0), that is on the form of ε(k) at small k, which the matching does not fix. Here k_TF² = 4k_F/(πa₀), with a₀ the Bohr radius. Four valence electrons per atom give a density of 172.8 nm⁻³ and k_F = 17.23 nm⁻¹, hence ℓ = √(ε − 1)/k_TF = 0.190 nm. With this screening the isolated model charge has energy 0.3004 eV for |q| = 1. Periodic cells give, in eV:

64 atoms: E_per = 0.1835, correction 0.1120, remaining error −0.0050

216 atoms: E_per = 0.2243, correction 0.0747, remaining error −0.0015

512 atoms: E_per = 0.2438, correction 0.0560, remaining error −0.0006

1728 atoms: E_per = 0.2629, correction 0.0373, remaining error −0.0002

The remaining error is the corrected periodic energy minus the isolated one. For 216 atoms it is the sum of +0.0024 eV from the charge radius and −0.0038 eV from short-range screening. The two partly cancel, but the sign of their sum is not reliable: the screening term is proportional to ℓ², and halving ℓ² would make the sum slightly positive. Tripling L from the first row to the last reduces the correction threefold and the remaining error about 27-fold, as 1/L and 1/L³ require. Enlarging the cell alone is an expensive cure: to bring the uncorrected leading error down to 0.01 eV, L would have to be about 12.8 nm, or some 90,000 atoms.

The correction also moves charge-transition levels. The (0/−) level is the Fermi energy at which the neutral and singly negative defects have equal formation energy, so it equals E(−) − E(0) apart from the choice of energy zero. The neutral state has no correction at this order, and the level rises by 0.075 eV. The (−/2−) level rises by 0.299 − 0.075 = 0.224 eV, about a third of the gap. Such a shift can decide whether a trap level appears inside the gap.

In the 216-atom cell, an error of 20% in ε matters more than the terms in L⁻³: if ε is 20% larger, the correction for q = −1 falls by 0.012 eV. The appropriate ε is that of the host as described by the calculation, since that medium screens the images; a method that underestimates the gap of germanium may have an ε well away from 16. The ionic response belongs in ε only if the ions are allowed to relax. In nonpolar germanium it is absent in the harmonic picture, but in polar dielectrics the distinction is important.

Mobile carriers are negligible in undoped germanium. For a rough intrinsic density of 2 × 10¹³ cm⁻³ of electrons and of holes at 300 K, the Debye length is about 760 nm, far above L. Doping shortens this length, and in heavily doped material it can become comparable with L. Linear response is less secure. The field of a single charge at distance L/2 is 1.23 MV/cm, small beside the gap per bond length, 26.7 MV/cm. That yardstick is generous: the field exceeds the bulk breakdown field of germanium, roughly 0.1 MV/cm, and the light band masses put the scale for interband tunnelling at a few MV/cm. But the potential energy left between L/2 and infinity is only about 0.1 eV, too little to carry an electron across the gap. At one bond length, 0.247 nm, the same formula gives about 15 MV/cm, which is not small, and in the model of part (g) incomplete screening makes the field there larger still. The derivation therefore relies on the nonlinear response near the core being nearly the same in the cell and in the infinite host.

The formula fails for a charge carried by a shallow state. With a single rough effective mass of 0.2 electron masses (the real masses depend on band and direction), the hydrogenic radius is about 4.2 nm, larger than the edge of every cell listed. With the anisotropic conduction-band masses a donor orbital has radii of roughly 6 nm and 2 nm along its two axes. Even the shorter radius is comparable with the cell edges, and the orbital extends over several radii. The bound carrier overlaps its images, so its density does not fit inside the cell, as the derivation requires.

The germanium inputs describe a bulk crystal. A charge-trap layer can instead be made of amorphous silicon nitride, with a static permittivity of roughly 7. At the same L and |q| = 1, the correction would be 16/7 times as large, about 0.17 eV, provided the ions are allowed to relax. With fixed ions the smaller electronic permittivity applies, and the correction is larger. A thin layer also breaks the assumption of a homogeneous medium: a trap near an interface polarizes two materials, and that energy must be calculated separately. The present result removes an artefact of the periodic cell; it does not describe the electrostatics of the device.

The full numerical output follows.

Values computed for the example and the checks

```
alpha, Ewald sum: 2.837297
spread over three splittings: 4.4e-16
K, integral of 1/r over unit cube: 2.380077
direct sum, cells per edge: 61
direct sum, central potential: -2.313706
direct sum, mean potential pi/6: 0.523599
alpha, direct sum: 2.837304
two-lobed charge: sigma 1.0, separation 2.0
L^-3 term, relative error at L=12: 0.01037
L^-3 term, relative error at L=24: 0.00258
dipole lattice, dipoles per edge: 8 12 16 20
eps 2: polarizability 0.05968, slope -0.70934, -alpha/(2 eps) -0.70932
eps 4: polarizability 0.11937, slope -0.35483, -alpha/(2 eps) -0.35466
smaller cells, dipoles per edge: 4 6 8 10
slopes from smaller cells, eps 2 and 4: -0.71010 -0.36143
-- germanium trap model, rough inputs --
lattice constant: 0.57 nm
relative permittivity: 16
rms charge radius: 0.25 nm
Gaussian sigma: 0.1443 nm
e^2/(4 pi eps0): 1.43996 eV nm
valence electron density: 172.8 nm^-3
Fermi wavevector: 17.23 nm^-1
screening length l: 0.1902 nm
isolated energy, |q|=1: 0.30044 eV
atoms, L (nm), E_per, correction, remainder (eV), |q|=1
   64 1.14 0.18345 0.11200 -0.00499
  216 1.71 0.22430 0.07466 -0.00148
  512 2.28 0.24382 0.05600 -0.00062
 1728 3.42 0.26292 0.03733 -0.00018
-- 216-atom cell --
correction q=-1: 0.0747 eV = 1.196e-20 J
correction q=-2: 0.2987 eV = 4.785e-20 J
upward shift of (0/-) level: 0.0747 eV
upward shift of (-/2-) level: 0.2240 eV
band gap (rough input): 0.66 eV
charge-radius term, |q|=1: +0.00236 eV
short-range screening term, |q|=1: -0.00384 eV
change if eps is 20% larger, q=-1: -0.0124 eV
carrier density, each kind: 2e+13 cm^-3
Debye length at 300 K: 756 nm
field of |q|=1 at L/2: 1.23 MV/cm
bond length: 0.247 nm
gap per bond length: 26.7 MV/cm
effective mass ratio (rough input): 0.2
hydrogenic radius of shallow state: 4.23 nm
```
